# Active Dopants in Equilibrium with Inactive Dimers

## The question

A semiconductor holds dopant atoms at total density \(N\). Each is either an isolated atom (monomer), which is ionized and supplies one carrier, or half of a dimer, which supplies none. Monomers have density \(n\) and dimers density \(d\), counted as clusters. The two species are in equilibrium and form a dilute ideal mixture, with no larger clusters.

The algebra uses atomic units, with the Boltzmann constant set to one, so that the temperature \(T\) is an energy. Numbers are in eV and angstrom. Let \(Vq_1\) be the partition function of one monomer in a volume \(V\), and \(Vq_2\) that of one dimer, with all its distinct orientations included. The association constant is

\[
K=\frac{q_2}{q_1^2}.
\]

It has the dimension of a volume and is taken to be independent of doping until part (f). Forming a dimer removes two carriers, so this holds only if the carrier density is fixed by something other than these dopants, for example by intrinsic carriers that far outnumber them. Part (f) treats the opposite case. The data are \(K=1\times10^{4}\) Å³ and \(N=3\times10^{-4}\) Å⁻³.

## (a) Equilibrium condition

**Question.** Derive the relation between \(d\) and \(n\) from the statistical weights of the mixture, and show that the equilibrium is unique.

**Answer.** Put \(M\) dopants in the volume \(V\). If \(m\) dimers are present, \(s=M-2m\) monomers remain. Members of each species are indistinguishable, so the weight of this composition is

\[
\frac{(Vq_1)^{s}(Vq_2)^m}{s!\,m!}
=q_1^{M}\,W(m),\qquad
W(m)=\frac{V^{s}(KV)^m}{s!\,m!}.
\]

The second form follows from \(q_2=Kq_1^2\) and \(s+2m=M\). The prefactor \(q_1^M\) is the same for all compositions and drops out.

For large numbers, Stirling's formula gives \(\ln s!\approx s(\ln s-1)\), and likewise for \(m\). With \(s=nV\) and \(m=dV\),

\[
\ln W\approx nV\ln V+dV\ln(KV)-nV[\ln(nV)-1]-dV[\ln(dV)-1].
\]

The terms in \(\ln V\) cancel. The free energy per volume, \(f=-T\ln W/V\), is therefore

\[
\frac{f}{T}=n(\ln n-1)+d(\ln d-1)-d\ln K.
\]

The densities are not independent. A dimer contains two dopants, so conservation of atoms requires

\[
N=n+2d,\qquad \frac{dn}{dd}=-2 .
\]

Since the derivative of \(y(\ln y-1)\) is \(\ln y\), the stationary condition is

\[
\frac{1}{T}\frac{df}{dd}=-2\ln n+\ln d-\ln K=0
\quad\Longrightarrow\quad d=Kn^2 .
\]

The second derivative is

\[
\frac{1}{T}\frac{d^2f}{dd^2}=-\frac{2}{n}(-2)+\frac1d=\frac4n+\frac1d>0 .
\]

The first derivative thus rises steadily, from \(-\infty\) as \(d\to0\) to \(+\infty\) as \(n\to0\). It crosses zero once, and the crossing is the minimum of \(f\).

## (b) The active density

**Question.** Find \(n\) as a function of \(K\) and \(N\), and evaluate it for the data. What fraction of the dopants is active? What would result if the two atoms in a dimer were counted as one?

**Answer.** Inserting \(d=Kn^2\) in the conservation law gives

\[
2Kn^2+n-N=0,\qquad
n=\frac{-1\pm\sqrt{1+8KN}}{4K}.
\]

The square root exceeds one, so the lower sign gives a negative density and is rejected:

\[
n=\frac{-1+\sqrt{1+8KN}}{4K}.
\]

For the data, \(KN=10^4\times3\times10^{-4}=3\). The square root is \(\sqrt{25}=5\), and

\[
n=\frac{5-1}{4\times10^4\ \text{Å}^3}=1\times10^{-4}\ \text{Å}^{-3}
=1\times10^{20}\ \text{cm}^{-3}.
\]

The result is a round number because \(1+8KN\) is a perfect square. The dimer density is

\[
d=Kn^2=10^4\times10^{-8}\ \text{Å}^{-3}=1\times10^{-4}\ \text{Å}^{-3}
=1\times10^{20}\ \text{cm}^{-3}.
\]

There are equally many monomers and dimers, but the dimers hold twice as many atoms. The atom balance is \(1+2=3\) in units of \(10^{-4}\) Å⁻³. One third of the dopants is active and two thirds are inactive.

Counting each dimer as a single dopant would replace the balance by \(n+Kn^2=N\), with the positive root

\[
n_{\text{wrong}}=\frac{-1+\sqrt{1+4KN}}{2K}
=\frac{-1+\sqrt{13}}{2\times10^4\ \text{Å}^3}
\approx1.30\times10^{-4}\ \text{Å}^{-3}.
\]

This is about 30% above the correct value. The same equation would be right if \(Kn^2\) had been defined as the density of *atoms* bound in dimers. A quoted association constant therefore needs its convention stated.

## (c) A finite number of dopants

**Question.** Part (a) used Stirling's formula. For the composition found in part (b), find the leading correction to the mean active fraction when the volume contains a finite number \(M\) of dopants.

**Answer.** The weights obey a relation that needs no large-number approximation. Multiplication by \(s(s-1)\) turns \(s!\) into \((s-2)!\), which belongs to a state with one more dimer:

\[
s(s-1)W(m)=\frac{V^{s}(KV)^m}{(s-2)!\,m!}
=\frac{V}{K}(m+1)W(m+1).
\]

Summing over \(m\) and dividing by the sum of all weights gives

\[
\langle s(s-1)\rangle=\frac VK\langle m\rangle .
\]

Let \(\bar s=\langle s\rangle\), and let \(\sigma^2\) be the variance of \(s\). Since \(\langle s^2\rangle=\bar s^2+\sigma^2\) and \(\langle m\rangle=(M-\bar s)/2\),

\[
\bar s^2+\sigma^2-\bar s=\frac{V}{2K}(M-\bar s).
\]

The large-number result \(s_0=nV\) satisfies \(s_0^2=(V/2K)(M-s_0)\). Write \(\bar s=s_0+\delta\), subtract this equation, and keep the leading order for large \(M\):

\[
2s_0\delta+\sigma^2-s_0=-\frac{V}{2K}\delta,
\qquad
\delta=\frac{s_0-\sigma^2}{2s_0+V/(2K)} .
\]

The variance follows from the curvature of \(\ln W\) at its maximum. From part (a), the variance of \(m\) is \((4/s_0+1/m_0)^{-1}\) to leading order, where \(m_0=dV\). Because \(s=M-2m\), the variance of \(s\) is four times larger.

For the data \(Kn=1\), so \(s_0=m_0=V/K=M/3\). The variance of \(m\) is \(s_0/5\), hence \(\sigma^2=4s_0/5\), and

\[
\delta=\frac{1/5}{2+1/2}=0.08 .
\]

The mean number of monomers is raised by 0.08 of an atom, and the active fraction by \(0.08/M\). Direct summation over all dimer numbers gives these fractions:

- \(M=30\): 0.336021, which is 0.00269 above one third;
- \(M=300\): 0.333600, which is 0.00027 above;
- \(M=3000\): 0.333360, which is 0.00003 above.

The formula predicts 0.00267, 0.00027 and 0.00003. The result of part (b) is thus the large-sample limit, and the correction to the mean is small even for 30 dopants. Fluctuations about the mean are a separate matter: \(\sigma/s_0=\sqrt{4/(5s_0)}\), which is about 28% for \(M=30\), where \(s_0=10\).

## (d) Adding more dopant

**Question.** What fraction of a small further dose becomes active? Find the limiting forms of \(n\) for small and large \(KN\), and the active density when \(N\) is doubled.

**Answer.** Differentiate \(n+2Kn^2=N\) with respect to \(N\):

\[
(1+4Kn)\frac{dn}{dN}=1,\qquad
\frac{dn}{dN}=\frac{1}{1+4Kn}.
\]

With \(Kn=1\) this is \(1/5\). One third of the dopants already present is active, but a small further dose raises the active density by one fifth of its own density. The added atoms also shift the balance of the existing ones towards dimers.

For \(KN\ll1\), use \(\sqrt{1+y}=1+y/2-y^2/8+\dots\) with \(y=8KN\):

\[
n=\frac{4KN-8K^2N^2+\dots}{4K}\approx N(1-2KN).
\]

Nearly every dopant is active, and the loss is \(2d\approx2KN^2\). For \(KN\gg1\), the one under the square root is negligible at leading order:

\[
n\approx\frac{\sqrt{8KN}}{4K}-\frac1{4K}
=\sqrt{\frac{N}{2K}}-\frac{1}{4K}.
\]

The active density then grows as the square root of the doping. Dimer formation alone, with constant \(K\), gives no ceiling to \(n\), although the active fraction tends to zero.

The data lie between the limits. At \(KN=3\) the small-doping form is useless, since \(1-2KN=-5\). The first term of the large-doping form gives \(Kn\approx\sqrt{3/2}\approx1.22\), and both terms give 0.97, against the exact value 1.

Doubling the total to \(6\times10^{-4}\) Å⁻³ makes \(KN=6\) and the square root \(\sqrt{49}=7\):

\[
n=\frac{7-1}{4\times10^4\ \text{Å}^3}=1.5\times10^{-4}\ \text{Å}^{-3}.
\]

Twice the dopant yields 50% more active atoms, and the active fraction falls from one third to one quarter.

## (e) The binding energy behind \(K\)

**Question.** Dopants occupy the sites of a diamond lattice with volume \(v\) per site. Two on neighbouring sites form a dimer with binding energy \(E>0\); otherwise they do not interact. Changes in vibrations are neglected. Relate \(K\) to \(E\), and evaluate \(E\) for the model parameters \(v=20\) Å³ and \(T=0.1\) eV. Is the absence of larger clusters guaranteed by dilution?

**Answer.** Consider two dopants on \(L\) sites with periodic boundaries. Each site has four neighbours and each bond joins two sites, so there are \(4L/2=2L\) bound placements. All pairs number \(L(L-1)/2\). The ratio of bound to unbound weight is

\[
\frac{2L\,e^{E/T}}{L(L-1)/2-2L}=\frac{4e^{E/T}}{L-5}.
\]

In the ideal mixture, the same ratio for \(M=2\) is

\[
\frac{W(1)}{W(0)}=\frac{KV}{V^2/2}=\frac{2K}{V}=\frac{2K}{Lv}.
\]

Equating the two gives

\[
K=2v\,e^{E/T}\frac{L}{L-5}\;\longrightarrow\;2v\,e^{E/T}
\qquad(L\to\infty).
\]

The factor 2 is the number of bonds per site. Solving for the energy,

\[
E=T\ln\frac{K}{2v}=0.1\ \text{eV}\times\ln250\approx0.55\ \text{eV}.
\]

Enumeration of all pairs on 1000 sites finds 2000 bonds and \(K=1.005\times10^4\) Å³. The excess of 0.5% over the given \(K\) is the factor \(1000/995\), which comes from the sites a second, unbound dopant cannot occupy. At fixed \(E\), heating lowers \(K\) and releases monomers. This count includes the dopants alone. A dimer that supplies no carriers also binds the two that its dopants would have supplied, as in part (f). \(K\) then contains their contribution too, and the value 0.55 eV is not the binding energy of that reaction. The nearest-neighbour pair is a model chosen for counting; inactive dopants in real semiconductors are often bound in complexes with vacancies or other defects, which this count does not describe.

The dopants fill a fraction \(Nv=0.006\) of the sites, so the lattice is dilute. This does not exclude larger clusters. Suppose a third dopant could join a dimer with an association constant equal to \(K\). The trimer density would be \(Knd\). With \(x=Kn\), the atom balance at the given \(N\) becomes \(x+2x^2+3x^3=3\), so that \(x\approx0.73\) and there would be about 0.73 trimers for each dimer. If every bond on the lattice contributed the same \(E\), the effect would be stronger still. There are \(4\cdot3/2=6\) trimer placements per site, which makes the constant \(3v\,e^{E/T}=1.5K\). At \(Kn=1\) the densities of still larger clusters keep rising with size, so the dopants would precipitate. The restriction to dimers is therefore a separate physical assumption: a third dopant must attach much more weakly than the second, and dimers must not join each other to any appreciable extent. Otherwise the atom balance needs further terms and the result of part (b) fails.

## (f) Dimers that consume electrons

**Question.** Let the dopants be donors, and let a neutral dimer form from two ionized donors and two electrons. Treat the electrons as a nondegenerate ideal gas supplied by the monomers alone. Find the new equilibrium law. Fix its constant so that the composition of part (b) is unchanged, and predict the active density for doubled \(N\).

**Answer.** Charge neutrality makes the electron density equal to \(n\). The electrons add another term \(n(\ln n-1)\) to \(f/T\). Contributions linear in the densities can be absorbed, using \(n=N-2d\), in a new constant \(Q\) that replaces \(K\). Then

\[
\frac1T\frac{df}{dd}=-4\ln n+\ln d-\ln Q=0
\quad\Longrightarrow\quad d=Qn^4 .
\]

Two powers of \(n\) come from the donors and two from the electrons. Comparison with \(d=Kn^2\) shows that the effective association constant is \(Qn^2\), which grows with doping. Matching at \(n_0=10^{-4}\) Å⁻³ requires

\[
Q=\frac{K}{n_0^2}=\frac{10^4}{10^{-8}}\ \text{Å}^9=10^{12}\ \text{Å}^9 .
\]

With \(x=n/n_0\), the balance \(n+2Qn^4=N\) becomes \(x+2x^4=N/n_0\), because \(Qn_0^3=Kn_0=1\). For \(N/n_0=3\) the positive root is \(x=1\), as required. For \(N/n_0=6\) it is \(x\approx1.242\), so

\[
n\approx1.24\times10^{-4}\ \text{Å}^{-3}.
\]

This is about 17% below the \(1.5\times10^{-4}\) Å⁻³ obtained with constant \(K\). At high doping \(n\) grows as \(N^{1/4}\) instead of \(N^{1/2}\), so the active density rises more slowly, though still without a ceiling.

A single measured composition cannot distinguish the two laws, since both can be made to pass through it; a second doping level can. The result of part (b) holds whenever \(K\) denotes the value of \(d/n^2\) at that composition. Carrying the same \(K\) to another doping, as in part (d), requires that the electron density not change with the doping, as when intrinsic carriers far outnumber \(n\). The data are not in that regime for a silicon-like material: at \(T=0.1\) eV the intrinsic density is about \(3\) to \(4\times10^{18}\) cm⁻³, roughly thirty times below \(n\). The quartic law is then the relevant ideal law, and its marginal activation is \(1/(1+8Qn^3)=1/9\) instead of \(1/5\). The quartic law has its own limits. It fails when the electrons become degenerate, because their chemical potential is then no longer logarithmic in the density. It also neglects the Coulomb interaction between the ionized donors and the electrons. Neither limit is remote at \(10^{20}\) cm⁻³: in a silicon-like band this density is about half the effective density of states at \(T=0.1\) eV and exceeds it at room temperature, and the Coulomb energy per charge is comparable to \(T\) even at 0.1 eV. The value \(1.24\times10^{-4}\) Å⁻³ therefore illustrates the ideal law and is not a prediction for a real semiconductor. Both laws also require equilibrium. If cooling is too fast for dimers to form or dissociate, the composition reflects the earlier thermal history and not the value of \(K\) at the final temperature.

The main computed values are listed in the numerical output below.

## Values computed for the example and the checks

```
association constant K = 1.0000e+04 A^3
total dopant density N = 3.0000e-04 A^-3
product K N = 3.0000 (no unit)
square root of 1 + 8 K N = 5.0000 (no unit)
exact positive root = 1/10000 A^-3
exact rejected root = -3/20000 A^-3
monomer density n = 1.0000e-04 A^-3
monomer density n, converted = 1.0000e+20 cm^-3
dimer density d = 1.0000e-04 A^-3
dimer density d, converted = 1.0000e+20 cm^-3
product K n = 1.0000 (no unit)
active fraction n/N = 0.333333 (no unit)
inactive fraction 2d/N = 0.666667 (no unit)
marginal activation dn/dN = 0.2000 (no unit)
canonical active fraction, 30 dopants = 0.336021 (no unit)
canonical active fraction, 300 dopants = 0.333600 (no unit)
canonical active fraction, 3000 dopants = 0.333360 (no unit)
doubled total density = 6.0000e-04 A^-3
monomers at doubled total, constant K = 1.5000e-04 A^-3
monomers at doubled total, electron law = 1.2419e-04 A^-3
monomers if the factor 2 is forgotten = 1.3028e-04 A^-3
model volume per site v = 20.0 A^3
model temperature T = 0.100 eV
ratio K/(2v) = 250.00 (no unit)
binding energy E = 0.5521 eV
dopants per lattice site N v = 0.0060 (no unit)
sites in the pair count = 1000 (count)
bonds in the pair count = 2000 (count)
K from the pair count = 1.0050e+04 A^3
```
